# Quadratic Estimators for Linear Response and the Galerkin Shortcut

## A number that looks too good

In the Hartree–Fock model described below, one diagonal component of the static polarizability of a water molecule can be written as \(b\cdot A^{-1}b\), with a symmetric matrix \(A\) of 180 rows. Four steps of an iterative solver give a vector \(x\) whose relative error is \(2.98\times10^{-3}\), measured as \(\sqrt{e\cdot Ae/(x_*\cdot Ax_*)}\) with \(x_*=A^{-1}b\) and \(e=x-x_*\). The estimate \(b\cdot x\) is linear in \(x\), so a relative error of similar size might be expected. The actual error is \(-1.15\times10^{-5}\) Å\(^3\) in a polarizability of 1.29086 Å\(^3\), which is \(8.9\times10^{-6}\) in relative terms. This is the square of the error of the vector:

\[
(2.98\times10^{-3})^2=8.9\times10^{-6}.
\]

A cruder vector does not share this property. Dividing \(b\) by the diagonal of \(A\) gives \(b\cdot x=1.46065\) Å\(^3\), an error of \(+0.170\) Å\(^3\). When the error of that vector is reduced a hundredfold, the error of \(b\cdot x\) also falls a hundredfold and no more. What distinguishes the two vectors?

All vectors and matrices here are real, and a dot is the ordinary scalar product. The algebra is in atomic units. Polarizabilities are quoted as volumes, their atomic-unit values multiplied by the cube of the Bohr radius. The many digits serve to compare estimates within one model.

## One unknown

Take \(ax=b\) with \(a>0\), solution \(x_*=b/a\), and wanted number \(P=bx_*=b^2/a\). Insert \(x=x_*+e\) into two estimates:

\[
bx=P+be,
\]

\[
J(x)=2bx-ax^2
=2P+2be-\left(\frac{b^2}{a}+2be+ae^2\right)
=P-ae^2 .
\]

The terms linear in \(e\) cancel in \(J\), because \(J\) is a parabola with its maximum at \(x_*\).

The advantage needs a reasonable vector. For \(b\ne0\), \(J\) has the smaller error when \(ae^2<|be|\), that is, when \(0<|e|<|x_*|\). At \(x=0\) both estimates vanish and both errors are \(-P\). Beyond that range \(J\) is the worse estimate.

## Many unknowns

Now let \(A\) be symmetric and invertible, \(Ax_*=b\) and \(P=b\cdot A^{-1}b=b\cdot x_*\). The Hylleraas-type estimator is

\[
J(x)=2b\cdot x-x\cdot Ax .
\]

With \(x=x_*+e\),

\[
J(x)=2P+2b\cdot e-x_*\cdot Ax_*-e\cdot Ax_*-x_*\cdot Ae-e\cdot Ae .
\]

Here \(x_*\cdot Ax_*=x_*\cdot b=P\) and \(e\cdot Ax_*=e\cdot b\). Symmetry gives \(x_*\cdot Ae=(Ax_*)\cdot e=b\cdot e\). Therefore

\[
\boxed{J(x)-P=-e\cdot Ae}, \qquad b\cdot x-P=b\cdot e. \tag{1}
\]

The first result is an identity, valid for large \(e\) too.

The correction to \(b\cdot x\) is cheap. With the residual \(r=b-Ax\),

\[
J(x)=b\cdot x+x\cdot(b-Ax)=b\cdot x+x\cdot r. \tag{2}
\]

Once \(r\) is known, only one more scalar product is needed.

If \(A\) is positive definite, \(J\) is a lower bound to \(P\), and the residual limits the error. Since \(r=b-Ax_*-Ae=-Ae\), we have \(e=-A^{-1}r\) and

\[
0\le P-J(x)=e\cdot Ae=r\cdot A^{-1}r\le\frac{|r|^2}{\lambda_{\min}} .
\]

The last step expands \(r\) in eigenvectors of \(A\) and replaces each inverse eigenvalue by the largest one, \(1/\lambda_{\min}\).

For the diagonal guess in water, \(J=1.17547\) Å\(^3\). Its error, \(-0.115\) Å\(^3\), is 0.68 times the size of the \(+0.170\) Å\(^3\) of \(b\cdot x\). Both the size and the direction of \(e\) enter this ratio. Since \(b\cdot e=x_*\cdot Ae\), the ratio is the relative error of the vector, \(\sqrt{0.115/1.291}=0.30\), divided by the cosine of the angle between \(e\) and \(x_*\) in the scalar product \(u\cdot Av\), here 0.44. The residual bound is 0.762 Å\(^3\), correct but loose. Replacing \(e\) by \(te\) shows the two laws (errors in Å\(^3\)):

| \(t\) | \(b\cdot x\) | \(J\) |
|---|---|---|
| 1 | \(+1.70\times10^{-1}\) | \(-1.15\times10^{-1}\) |
| 0.1 | \(+1.70\times10^{-2}\) | \(-1.15\times10^{-3}\) |
| 0.01 | \(+1.70\times10^{-3}\) | \(-1.15\times10^{-5}\) |

## What the parabola means in the molecule

The example uses restricted Hartree–Fock theory for a closed shell with real orbitals. Let \(i,j\) label occupied and \(a,b\) virtual orbitals when used as indices, with orbital energies \(\varepsilon\). Rotate the orbitals by \(e^K\), where \(K_{ai}=\kappa_{ia}\), \(K_{ia}=-\kappa_{ia}\), and the other blocks vanish. If \(\Pi\) projects on the occupied orbitals, the density matrix changes by

\[
\delta=2\left(e^K\Pi e^{-K}-\Pi\right)=2[K,\Pi]+[K,[K,\Pi]]+\dots
\]

Multiplying out the blocks, the first-order part has \(\delta_{ia}=\delta_{ai}=2\kappa_{ia}\). The second-order part has the occupied block \(-2\kappa\kappa^T\) and the virtual block \(+2\kappa^T\kappa\).

The Hartree–Fock energy is quadratic in the density matrix, so its change is

\[
\Delta E=\sum_{pq}f_{pq}\delta_{pq}
+\frac12\sum_{pqrs}\delta_{pq}\delta_{rs}
\left[(pq|rs)-\tfrac12(pr|qs)\right],
\]

where \(f\) is the Fock matrix and \((pq|rs)\) a Coulomb integral in charge-density order. At the field-free solution \(f\) is diagonal. Its first-order contribution vanishes, and the second-order blocks give \(2\sum_{ia}(\varepsilon_a-\varepsilon_i)\kappa_{ia}^2\).

In the last term, each of the two densities can appear as occupied–virtual or virtual–occupied. The four Coulomb terms, each with \(2\times2\) from the densities, give \(\frac12\cdot16=8\) times \((ia|jb)\). The exchange terms give \(-2[(ij|ab)+(ib|ja)]\). Hence, to second order, \(\Delta E=2\kappa\cdot A\kappa\) with

\[
A_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)
+4(ia|jb)-(ij|ab)-(ib|ja).
\]

A uniform field \(\mathcal F\) along a coordinate \(q\) adds \(+\mathcal Fq\) for each electron, whose charge is \(-1\). The first-order density then contributes \(4\mathcal F\sum_{ia}\kappa_{ia}\langle i|q|a\rangle=2\mathcal F\,b\cdot\kappa\), with \(b_{ia}=2\langle i|q|a\rangle\). Setting \(\kappa=-\mathcal Fx/2\),

\[
2\mathcal F\,b\cdot\kappa+2\kappa\cdot A\kappa
=-\mathcal F^2b\cdot x+\tfrac12\mathcal F^2x\cdot Ax
=-\tfrac12\mathcal F^2J(x).
\]

Multiplied by \(-\frac12\mathcal F^2\), the estimator is thus the second-order energy of a trial determinant. Comparison with the induced energy \(-\frac12\alpha\mathcal F^2\) gives \(\alpha=P\) at the stationary point. For positive definite \(A\), an imperfect orbital response lowers the energy too little, so the polarizability read from that energy, \(J\), is too small. The induced dipole of the same determinant gives \(b\cdot x\) instead, which has no such bound.

For a field with several components, \(\mathcal Fb\) is replaced by \(\sum_k\mathcal F_kb_k\). The stationary energy is then \(-\frac12\sum_{kl}\mathcal F_k\mathcal F_l\,b_k\cdot A^{-1}b_l\), and comparison with \(-\frac12\sum_{kl}\alpha_{kl}\mathcal F_k\mathcal F_l\) gives

\[
\alpha_{kl}=b_k\cdot A^{-1}b_l .
\]

The calculation uses the aug-cc-pVDZ basis, O–H lengths of 0.96 Å and an angle of 104.5°. The molecule lies in the \(xy\) plane with one bond along \(x\), so that \(\alpha_{xy}\) does not vanish by symmetry. The lowest eigenvalue of \(A\) is 8.854 eV, so \(A\) is positive definite. The results are \(\alpha_{xx}=1.29086\) Å\(^3\) (8.711 a.u.) and \(\alpha_{xy}=-0.07206\) Å\(^3\) (\(-0.486\) a.u.).

Dipoles from self-consistent calculations in finite fields give 1.29087 and \(-0.07206\) Å\(^3\). Energies of explicitly rotated determinants reproduce \(J=1.17547\) Å\(^3\) for the diagonal guess. These tests confirm the factors in \(A\), \(b\) and \(J\) within this model. Electron correlation and vibrations are left out, and the values are not converged in the basis. With aug-cc-pVTZ, \(\alpha_{xx}=1.321\) Å\(^3\), \(\alpha_{xy}=-0.057\) Å\(^3\) and the lowest eigenvalue is 8.86 eV. Adding a second set of diffuse functions to aug-cc-pVDZ gives 1.324 Å\(^3\), \(-0.050\) Å\(^3\) and 8.83 eV. Thus \(\alpha_{xx}\) moves by about 2.5 % and \(\alpha_{xy}\) by 20 to 30 %.

## Two right-hand sides

For \(Ax_{1*}=b_1\) and \(Ax_{2*}=b_2\), the target is \(P_{12}=b_1\cdot A^{-1}b_2\). A quadratic form yields its bilinear partner by polarization. Let \(J_\pm\) be the estimator with \(b=b_1\pm b_2\). Then

\[
F(x_1,x_2)=\tfrac14\left[J_+(x_1+x_2)-J_-(x_1-x_2)\right].
\]

In the difference of the linear terms only the mixed products survive, as \(4(b_1\cdot x_2+b_2\cdot x_1)\). The quadratic terms leave \(-4x_1\cdot Ax_2\) by symmetry. Thus

\[
F(x_1,x_2)=b_1\cdot x_2+x_1\cdot b_2-x_1\cdot Ax_2. \tag{3}
\]

The errors of \(x_1\pm x_2\) are \(e_1\pm e_2\). Applying (1) to both terms, and using the fact that the same polarization of \(b\cdot A^{-1}b\) gives \(P_{12}\),

\[
F-P_{12}=-\tfrac14\left[(e_1+e_2)\cdot A(e_1+e_2)
-(e_1-e_2)\cdot A(e_1-e_2)\right],
\]

\[
\boxed{F(x_1,x_2)-P_{12}=-e_1\cdot Ae_2}. \tag{4}
\]

For equal right-hand sides and equal vectors, \(F\) returns to \(J\). If either vector is exact, \(F\) is exact. Otherwise the sign is free: reversing \(e_2\) reverses the error, so there is no lower bound even for positive definite \(A\). In that case the Cauchy–Schwarz inequality for the scalar product \(u\cdot Av\) still limits the size:

\[
|F-P_{12}|\le\sqrt{(e_1\cdot Ae_1)(e_2\cdot Ae_2)} . \tag{5}
\]

For \(\alpha_{xy}\), the diagonal guesses give errors of \(-1.61\times10^{-2}\) Å\(^3\) in \(b_1\cdot x_2\) and \(-1.23\times10^{-2}\) Å\(^3\) in \(F\). With both vector errors scaled by 0.01, these become \(-1.61\times10^{-4}\) and \(-1.23\times10^{-6}\) Å\(^3\). The bilinear form gains a factor \(10^4\), the plain product \(10^2\).

## When the correction disappears

Equation (2) answers the opening question: \(b\cdot x\) inherits the quadratic error whenever \(x\cdot r=0\). A Galerkin solution ensures this. Choose a linear space \(V\), and require

\[
x\in V,\qquad v\cdot(b-Ax)=0\quad\text{for every }v\in V. \tag{6}
\]

Since \(x\) itself belongs to \(V\), we may choose \(v=x\). Then \(x\cdot r=0\) and

\[
\boxed{J(x)=b\cdot x=P-e\cdot Ae}. \tag{7}
\]

The linear error \(b\cdot e\) has not been removed by a correction. The projection has made it equal to \(-e\cdot Ae\).

The smallest case is a space spanned by one vector \(g\). With \(x=cg\) and \(g\cdot Ag\neq0\), condition (6) reads \(g\cdot b-c\,g\cdot Ag=0\), so

\[
c=\frac{b\cdot g}{g\cdot Ag},\qquad
b\cdot x=\frac{(b\cdot g)^2}{g\cdot Ag}.
\]

Let \(g\) be the diagonal guess. From its two estimates, \(g\cdot Ag=2(1.46065)-1.17547=1.74583\) Å\(^3\). Hence \(c=1.46065/1.74583=0.837\), and \(b\cdot x=1.46065^2/1.74583=1.2221\) Å\(^3\). The error is \(-0.0688\) Å\(^3\), as the explicit projection also gives. Merely scaling the guess has turned the overestimate into a variational lower bound.

For a larger space with basis vectors in the columns of a matrix \(W\), put \(x=Wc\). Condition (6) becomes \((W^TAW)c=W^Tb\). If \(A\) is positive definite and the columns are independent, this small matrix is invertible. For any \(v\in V\),

\[
J(x+v)=J(x)+2v\cdot r-v\cdot Av=J(x)-v\cdot Av .
\]

The Galerkin vector therefore maximizes \(J\) over \(V\). Enlarging \(V\) while keeping its old vectors cannot lower \(b\cdot x\).

To recover the opening number, define the relative error of the vector by

\[
\eta^2=\frac{e\cdot Ae}{x_*\cdot Ax_*}=\frac{e\cdot Ae}{P}.
\]

Equation (7) then gives \((P-b\cdot x)/P=\eta^2\). With \(\eta=2.98\times10^{-3}\), the predicted deficit is \(1.29086\,\eta^2=1.15\times10^{-5}\) Å\(^3\), in agreement with the calculation.

## Conjugate gradients and the starting vector

The conjugate-gradient method for positive definite \(A\) builds directions with \(p_m\cdot Ap_n=0\) for \(m\ne n\). It updates

\[
x_{n+1}=x_n+s_np_n,\qquad
r_{n+1}=r_n-s_nAp_n,\qquad
s_n=\frac{p_n\cdot r_n}{p_n\cdot Ap_n}.
\]

This choice of \(s_n\) makes \(p_n\cdot r_{n+1}=0\). For an earlier direction, \(p_m\cdot r_{n+1}=p_m\cdot r_n-s_np_m\cdot Ap_n=0\), by induction and conjugacy. The residual is therefore orthogonal to the space \(\mathcal K\) of all directions used so far.

If \(x_0=0\), the iterate also lies in \(\mathcal K\), and it is a Galerkin solution. The program tests this by comparing the iterates with explicit projections. It uses the diagonal of \(A\) as preconditioner, which changes the space \(\mathcal K\) but not the argument.

If \(x_0\ne0\), the change \(x-x_0\) lies in \(\mathcal K\), while \(x\) itself need not. Orthogonality then gives \((x-x_0)\cdot r=0\), and (2) becomes

\[
J(x)=b\cdot x+x_0\cdot r. \tag{8}
\]

The shortcut \(b\cdot x\) now misses a term that is linear in the residual. For water, start from \(b\) divided by the orbital-energy gaps. After four steps the error of \(b\cdot x\) is \(-3.21\times10^{-4}\) Å\(^3\). The term \(x_0\cdot r=+3.20\times10^{-4}\) Å\(^3\) nearly cancels it, and the error of \(J\) is \(-1.16\times10^{-6}\) Å\(^3\).

Four steps from zero gave \(-1.15\times10^{-5}\) Å\(^3\). After four steps the nonzero start thus has a tenfold smaller error in \(J\), while the error of its uncorrected \(b\cdot x\) is about 28 times larger; this last factor changes strongly from step to step. The nonzero start also costs one more product with \(A\), to form its first residual. Five steps from zero use the same five products and give \(-5.5\times10^{-7}\) Å\(^3\), about half the error of \(J\) from the nonzero start.

The same repair follows from solving for the change \(d=x-x_0\). With \(r_0=b-Ax_0\), expansion gives

\[
J(x_0+d)=J(x_0)+2r_0\cdot d-d\cdot Ad .
\]

The vector \(d\) is a Galerkin solution of \(Ad=r_0\), so \(d\cdot Ad=r_0\cdot d\) and \(J(x)=J(x_0)+r_0\cdot d\).

## The shortcut for a mixed response

Rewrite (3) with \(r_2=b_2-Ax_2\):

\[
F=b_1\cdot x_2+x_1\cdot r_2. \tag{9}
\]

If both vectors are Galerkin solutions in the same space \(V\), then \(x_1\cdot r_2=0\) and \(F=b_1\cdot x_2\). Exchanging the labels gives \(F=x_1\cdot b_2\) as well. If they come from separate spaces, \(x_1\cdot r_2\) need not vanish, and all of (9) is required.

It may seem enough to solve for \(x_2\) alone, in a space \(V_2\) built from \(b_2\). Let \(\tilde x_1\) be the Galerkin solution for \(b_1\) in \(V_2\), with error \(\tilde e_1\). It need not be computed, but (4) and (9) give

\[
b_1\cdot x_2-P_{12}=F(\tilde x_1,x_2)-P_{12}
=-\tilde e_1\cdot Ae_2. \tag{10}
\]

The error is still a product. However, \(V_2\) was not built to represent \(x_{1*}\), so \(\tilde e_1\) need not become small as quickly as \(e_2\).

For \(\alpha_{xy}\), let \(b_1\) and \(b_2\) belong to \(x\) and \(y\), and use \(k\) Krylov vectors for each. The shared space contains both sets, up to \(2k\) vectors. Errors are in Å\(^3\):

| \(k\) | \(b_1\cdot x_2\), \(V_2\) alone | \(F\), separate | \(b_1\cdot x_2\), shared |
|---|---|---|---|
| 1 | \(-1.4\times10^{-3}\) | \(-1.1\times10^{-2}\) | \(-1.1\times10^{-2}\) |
| 2 | \(-1.4\times10^{-2}\) | \(-1.8\times10^{-3}\) | \(-3.0\times10^{-3}\) |
| 4 | \(-1.1\times10^{-3}\) | \(-3.0\times10^{-6}\) | \(-4.5\times10^{-6}\) |
| 6 | \(-4.6\times10^{-5}\) | \(-8.8\times10^{-10}\) | \(-2.2\times10^{-10}\) |

At \(k=6\) the first two errors differ by a factor of about \(5\times10^4\). Both contain the same \(e_2\), so the difference must come from the other factor, \(\tilde e_1\) against \(e_1\), through its size or its direction.

The first row goes the other way: the single-space product happens to be closest. A signed product can be small by cancellation, and its error grows tenfold at \(k=2\). For \(k=2\) and 4 the shared space is also worse than the separate ones, by factors of about 1.6 and 1.5. This contradicts nothing, since the mixed response has no variational ordering.

## Indefinite and nonsymmetric equations

Equation (1) used symmetry and invertibility, not positive definiteness. If \(A\) has eigenvalues of both signs, the error remains quadratic but can have either sign. To see this, subtract from the water matrix a constant halfway between its two lowest eigenvalues. An error of 0.1 along the lowest eigenvector then puts \(J\) above the target by \(4.2\times10^{-5}\) Å\(^3\). The same error along the highest puts it below by \(3.5\times10^{-2}\) Å\(^3\).

The projected equations may also fail. For \(A=\mathrm{diag}(1,-1)\) and the one-dimensional space along \(g=(1,1)/\sqrt2\), \(g\cdot Ag=0\), although \(A\) is invertible. When a projected eigenvalue is merely small, \(e\) can be large, and a quadratic law is then no protection.

For nonsymmetric \(A\), as can arise when amplitude equations are linearized, two different vectors are needed. Solve \(Ax_*=b_2\) and \(A^Ty_*=b_1\), and define

\[
G(y,x)=b_1\cdot x+y\cdot b_2-y\cdot Ax .
\]

Put \(x=x_*+e_x\) and \(y=y_*+e_y\). Since \(b_2=Ax_*\), the last two terms combine to \(-y\cdot Ae_x\). Therefore

\[
G=b_1\cdot x_*+b_1\cdot e_x-y_*\cdot Ae_x-e_y\cdot Ae_x
=b_1\cdot A^{-1}b_2-e_y\cdot Ae_x,
\]

because \(y_*\cdot Ae_x=(A^Ty_*)\cdot e_x=b_1\cdot e_x\). The term \(y\cdot(b_2-Ax)\) drops out, leaving \(b_1\cdot x\), if the residual of \(x\) is orthogonal to a space containing \(y\).

Using \(J\) with a single vector loses the cancellation. For \(Ax_*=b\),

\[
J(x_*+e)-b\cdot x_*=b\cdot e-x_*\cdot Ae-e\cdot Ae
=e\cdot(A-A^T)x_*-e\cdot Ae .
\]

The first term is linear and vanishes for every \(e\) only if \(Ax_*=A^Tx_*\). In a six-dimensional model with an error direction chosen to expose this term, a tenfold smaller vector error reduces the error of \(J\) by 9.97 and that of \(G\) by 100.00. The small departure from 10 is the remaining quadratic term. The program tests the shifted water matrix, the singular two-dimensional projection and these two error ratios; the other statements of this section rest on the algebra shown.

## Computed values

```
O-H length 0.96 angstrom, H-O-H angle 104.5 degree
basis functions 41, occupied 5, virtual 36, unknowns 180
lowest, highest eigenvalue of A: 8.854, 654.4 eV
finite field strength 0.050 V/angstrom
alpha_xx: response 1.29086, finite field 1.29087 angstrom^3; response 8.7112 a.u.
alpha_yy: response 1.25359, finite field 1.25360 angstrom^3; response 8.4596 a.u.
alpha_xy: response -0.07206, finite field -0.07206 angstrom^3; response -0.4863 a.u.
Diagonal guess x = b/diag(A), xx component, angstrom^3:
  b.x 1.46065, J 1.17547, J from rotated energies 1.17547
  error bound |r|^2/lambda_min 0.76162
Errors with guess error scaled by t, angstrom^3:
  t, b.x (xx), J (xx), b1.x2 (xy), F (xy)
  1.00 +1.698e-01 -1.154e-01 -1.608e-02 -1.232e-02
  0.10 +1.698e-02 -1.154e-03 -1.608e-03 -1.232e-04
  0.01 +1.698e-03 -1.154e-05 -1.608e-04 -1.232e-06
Indefinite shifted A, errors of J for two trial errors, angstrom^3:
  +4.180e-05 -3.511e-02
Nonsymmetric model, error ratio when t falls tenfold (no unit):
  two-vector form 100.00, one-vector form 9.97
Krylov-Galerkin, k vectors per right-hand side; errors in angstrom^3:
  k, relative A-norm error of x (no unit), b.x (xx),
  xy: b1.x2 own space, F separate spaces, b1.x2 shared space
   1 2.31e-01 -6.88e-02 -1.38e-03 -1.11e-02 -1.11e-02
   2 7.31e-02 -6.90e-03 -1.38e-02 -1.83e-03 -3.00e-03
   4 2.98e-03 -1.15e-05 -1.11e-03 -3.01e-06 -4.50e-06
   6 1.10e-04 -1.55e-08 -4.59e-05 -8.82e-10 -2.18e-10
   8 2.10e-06 -5.71e-12 -6.79e-07 +1.30e-12 -4.22e-14
  10 1.87e-08 -7.90e-16 +3.09e-09 -2.71e-16 -4.11e-17
Conjugate gradients from x0 = b/gaps, xx, angstrom^3:
  k, error of b.x, correction x0.r, error of J
   2 -2.53e-03 +1.95e-03 -5.81e-04
   4 -3.21e-04 +3.20e-04 -1.16e-06
   6 +4.95e-06 -4.95e-06 -8.11e-10
   8 +2.52e-08 -2.52e-08 -5.25e-13
Geometric-mean error ratios (no unit):
  b1.x2 own space / F separate, k=5-9: 49534.2
  b1.x2 own space / shared space, k=5-9: 586701.0
  nonzero start, b.x / J, k=4-8: 2128.3
```
